# Where the Bethe Logarithm Vanishes for Protons in Silicon: verification in Python

```python
"""
Result under test: the Bethe logarithm ln(2 m v^2 / I) for protons in silicon
vanishes at E0 = (M/m) I/4, whereas first Born stopping of bound electrons
stays positive there and is close to its maximum.
m, M: electron and proton mass; v, E: proton speed and kinetic energy;
I: mean excitation energy; x = 2 m v^2/(hbar omega) for one oscillator.
Silicon is modelled by three groups of harmonically bound electrons.
Trajectories use atomic units (electron mass, charge, hbar all equal to 1).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import (exp1, gammaincc, eval_hermite, factorial,
                           k0, k1, digamma)

I_MEAN = 173.0            # eV
Z_SI = 14
ATOMS = 50.0              # atoms per nm^3, rough value for silicon
K_ENERGY = 2500.0         # eV, round model value
ROUGH_MEASURED = 120.0    # eV/nm, rough size near the measured maximum

mass_ratio = sc.m_p / sc.m_e
mc2 = sc.m_e * sc.c**2 / sc.e
Mc2 = sc.m_p * sc.c**2 / sc.e
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # eV nm
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9


def bethe_log(energy):
    return np.log(4 * energy / (mass_ratio * I_MEAN))


def stopping(energy, number):
    """Electronic stopping in eV/nm for a given stopping number."""
    mv2 = 2 * energy / mass_ratio
    return 4 * np.pi * coulomb**2 * ATOMS * Z_SI * number / mv2


def born_number(x):
    """First Born stopping number of one harmonically bound electron."""
    n = np.arange(2, int(x + 12 * np.sqrt(x) + 30))
    return 0.5 * (exp1(1 / x) + np.sum(gammaincc(n - 1, n**2 / x) / (n - 1)))


# Zero of the logarithm, and the same zero with relativity and finite mass
E0 = mass_ratio * I_MEAN / 4


def relativistic_log(energy):
    gamma = 1 + energy / Mc2
    beta2 = 1 - 1 / gamma**2
    bg2 = beta2 * gamma**2
    w_max = 2 * mc2 * bg2 / (1 + 2 * gamma / mass_ratio + mass_ratio**-2)
    return 0.5 * np.log(2 * mc2 * bg2 * w_max / I_MEAN**2) - beta2


E0_rel = brentq(relativistic_log, 2e4, 5e5)
assert abs(E0_rel / E0 - 1) < 2e-3
peak = minimize_scalar(lambda e: -stopping(e, bethe_log(e)),
                       bounds=(9e4, 1e6), method="bounded",
                       options={"xatol": 1.0})
E_bethe_peak = peak.x
assert abs(E_bethe_peak / (np.e * E0) - 1) < 1e-3

# Born stopping number from numerical matrix elements <n|exp(iqx)|0>
nodes, weights = np.polynomial.hermite.hermgauss(100)
leg_x, leg_w = np.polynomial.legendre.leggauss(200)


def born_direct(x, n_top=16, u_top=60.0):
    total = 0.0
    for n in range(1, n_top + 1):
        low = n**2 / x
        if low >= u_top:
            break
        u = low + 0.5 * (u_top - low) * (leg_x + 1)
        wave = np.exp(1j * np.outer(np.sqrt(2 * u), nodes))
        norm = np.sqrt(2.0**n * factorial(n) * np.pi)
        element = wave @ (weights * eval_hermite(n, nodes)) / norm
        integrand = n * np.abs(element)**2 / u**2
        total += 0.25 * (u_top - low) * np.sum(leg_w * integrand)
    return total


direct_5, formula_5 = born_direct(5.0), born_number(5.0)
assert abs(direct_5 - formula_5) < 1e-5
direct_1, formula_1 = born_direct(1.0), born_number(1.0)
assert abs(direct_1 - formula_1) < 1e-5
# Next term is of order 1/x^2, hence the finite tolerance on the coefficient
shell_coefficient = 400 * (born_number(400.0) - np.log(400.0))
assert abs(shell_coefficient + 3) < 0.2

# Three-group silicon model with the prescribed logarithmic mean
valence_density = 4 * ATOMS * 1e27
plasmon = sc.hbar / sc.e * np.sqrt(
    valence_density * sc.e**2 / (sc.epsilon_0 * sc.m_e))
counts = np.array([4, 8, 2])


def shell_energies(k_energy):
    log_l = (Z_SI * np.log(I_MEAN) - 4 * np.log(plasmon)
             - 2 * np.log(k_energy)) / 8
    return np.array([plasmon, np.exp(log_l), k_energy])


def model_parts(energy, k_energy=K_ENERGY):
    x = 4 * energy / mass_ratio / shell_energies(k_energy)
    return counts / Z_SI * np.array([born_number(value) for value in x])


def model_stopping(energy):
    return stopping(energy, model_parts(energy).sum())


omegas = shell_energies(K_ENERGY)
log_parts = counts / Z_SI * np.log(4 * E0 / mass_ratio / omegas)
born_parts = model_parts(E0)
L_model = born_parts.sum()
S_model = model_stopping(E0)
energies = np.geomspace(1e4, 1e6, 500)
curve = np.array([model_stopping(e) for e in energies])
E_peak, S_peak = energies[curve.argmax()], curve.max()
assert 0.85 < S_model / S_peak <= 1.001
assert born_parts[1:].sum() < 0.15 * L_model
L_fast, bethe_fast = model_parts(2e6).sum(), bethe_log(2e6)
assert abs(L_fast / bethe_fast - 1) < 0.10
L_k_low, L_k_high = [model_parts(E0, k).sum() for k in (2000.0, 4000.0)]

# Bloch term at E0
speed = np.sqrt(2 * E0 / mass_ratio / hartree)          # in Bohr speeds
y = 1 / speed
bloch = digamma(1.0) - digamma(1 + 1j * y).real
n = np.arange(1, 20001)
assert abs(bloch + y**2 * np.sum(1 / (n * (n**2 + y**2)))) < 1e-7

# Distant collisions: classical bound valence electron, charge of either sign
omega = plasmon / hartree
p_min, p_max = 1 / np.sqrt(omega), 5 * speed / omega
g_x, g_w = np.polynomial.legendre.leggauss(24)
half_log = 0.5 * np.log(p_max / p_min)
impact = p_min * np.exp(half_log * (g_x + 1))
p_weights = half_log * g_w * impact**2                  # for integral of p dp


def distant_number(charge):
    """Stopping number of distant collisions, divided by charge squared."""
    t_end = 300 / speed

    def force(t, pos):
        gap = np.array([impact - pos[0], speed * t - pos[1]])
        return charge * gap / np.sum(gap**2, axis=0)**1.5

    def motion(t, flat):
        state = flat.reshape(4, -1)
        acceleration = force(t, state[:2]) - omega**2 * state[:2]
        return np.concatenate([state[2:], acceleration]).ravel()

    origin = np.zeros((2, impact.size))
    start = np.concatenate([force(-t_end, origin) / omega**2, origin])
    run = solve_ivp(motion, (-t_end, t_end), start.ravel(), method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert run.success
    end = run.y[:, -1].reshape(4, -1)
    offset = end[:2] - force(t_end, origin) / omega**2
    gain = 0.5 * np.sum(end[2:]**2 + omega**2 * offset**2, axis=0)
    return speed**2 / 2 * np.sum(p_weights * gain) / charge**2


weak = 0.5 * (distant_number(0.01) + distant_number(-0.01))
xi = omega * impact / speed
dipole_gain = 2 / (speed * impact)**2 * xi**2 * (k0(xi)**2 + k1(xi)**2)
dipole = speed**2 / 2 * np.sum(p_weights * dipole_gain)
assert abs(weak / dipole - 1) < 2e-3
plus, minus = distant_number(1.0), distant_number(-1.0)
barkas = 0.5 * (plus - minus)
assert barkas > 0

# Rough nuclear stopping: screened Rutherford collisions with silicon nuclei
si_mass = 28.0855 * sc.atomic_mass / sc.m_e
reduced = mass_ratio * si_mass / (mass_ratio + si_mass)
screening = 0.8853 / (1 + Z_SI**0.23)
nuclear_log = np.log(screening * reduced * speed**2 / Z_SI)
nuclear_ratio = Z_SI / si_mass * nuclear_log / L_model

print(f"Mean excitation energy I = {I_MEAN:.0f} eV")
print(f"Proton-electron mass ratio = {mass_ratio:.3f}")
print(f"Zero of Bethe logarithm E0 = {E0/1e3:.2f} keV")
print(f"Zero with relativity and finite mass = {E0_rel/1e3:.2f} keV")
print(f"Proton speed at E0 = {speed:.3f} Bohr speeds")
print(f"m v^2 at E0 = {2*E0/mass_ratio:.1f} eV")
print(f"Maximum of bare Bethe stopping at {E_bethe_peak/1e3:.1f} keV")
print(f"Bare Bethe stopping at its maximum = {-peak.fun:.1f} eV/nm")
print(f"Atom density, rough input = {ATOMS:.0f} per nm^3")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV nm")
print(f"Stopping at E0 per unit L = {stopping(E0, 1):.1f} eV/nm")
print(f"Measured stopping, rough input = {ROUGH_MEASURED:.0f} eV/nm")
print(f"L needed for that = {ROUGH_MEASURED/stopping(E0, 1):.2f}")
print("Shells at E0: electrons, energy, x, weighted ln x, weighted Born L")
for name, count, w, a, b in zip(("valence", "L shell", "K shell"),
                               counts, omegas, log_parts, born_parts):
    x_shell = 4 * E0 / mass_ratio / w
    print(f"  {name}: {count}, {w:.1f} eV, {x_shell:.3f}, {a:+.3f}, {b:.4f}")
print(f"Sum of Born parts at E0: L = {L_model:.3f}")
print(f"Model stopping at E0 = {S_model:.1f} eV/nm")
print(f"Model maximum = {S_peak:.1f} eV/nm at {E_peak/1e3:.0f} keV")
print(f"Model stopping at E0 / maximum = {S_model/S_peak:.3f}")
print(f"L at E0 with K energy 2000 eV = {L_k_low:.3f}")
print(f"L at E0 with K energy 4000 eV = {L_k_high:.3f}")
print(f"At 2000 keV: Bethe log = {bethe_fast:.3f}, Born L = {L_fast:.3f}")
print(f"Born L at x=1: formula {formula_1:.5f}, direct {direct_1:.5f}")
print(f"Born L at x=5: formula {formula_5:.5f}, direct {direct_5:.5f}")
print(f"x*(L - ln x) at x=400 = {shell_coefficient:.3f}")
print(f"Bloch term per electron at E0 = {bloch:.3f}")
print(f"Bloch term, valence share of L = {bloch*4/Z_SI:.3f}")
print(f"Barkas impact-parameter cutoff = {p_min*bohr_nm:.4f} nm")
print(f"Distant L per valence electron, charge +1 = {plus:.3f}")
print(f"Distant L per valence electron, charge -1 = {minus:.3f}")
print(f"Distant Barkas size, valence share of L = {barkas*4/Z_SI:.3f}")
print(f"Weak-charge check: orbit {weak:.5f}, dipole {dipole:.5f}")
print(f"Nuclear / electronic stopping at E0, rough = {nuclear_ratio:.4f}")
print("all tests passed")
```

Printed output:

```
Mean excitation energy I = 173 eV
Proton-electron mass ratio = 1836.153
Zero of Bethe logarithm E0 = 79.41 keV
Zero with relativity and finite mass = 79.47 keV
Proton speed at E0 = 1.783 Bohr speeds
m v^2 at E0 = 86.5 eV
Maximum of bare Bethe stopping at 215.9 keV
Bare Bethe stopping at its maximum = 77.6 eV/nm
Atom density, rough input = 50 per nm^3
e^2/(4 pi eps0) = 1.43996 eV nm
Stopping at E0 per unit L = 210.9 eV/nm
Measured stopping, rough input = 120 eV/nm
L needed for that = 0.57
Shells at E0: electrons, energy, x, weighted ln x, weighted Born L
  valence: 4, 16.6 eV, 10.418, +0.670, 0.5576
  L shell: 8, 286.4 eV, 0.604, -0.288, 0.0231
  K shell: 2, 2500.0 eV, 0.069, -0.382, 0.0000
Sum of Born parts at E0: L = 0.581
Model stopping at E0 = 122.4 eV/nm
Model maximum = 135.6 eV/nm at 37 keV
Model stopping at E0 / maximum = 0.903
L at E0 with K energy 2000 eV = 0.578
L at E0 with K energy 4000 eV = 0.588
At 2000 keV: Bethe log = 3.226, Born L = 3.028
Born L at x=1: formula 0.11916, direct 0.11916
Born L at x=5: formula 1.07272, direct 1.07272
x*(L - ln x) at x=400 = -3.032
Bloch term per electron at E0 = -0.299
Bloch term, valence share of L = -0.086
Barkas impact-parameter cutoff = 0.0677 nm
Distant L per valence electron, charge +1 = 1.145
Distant L per valence electron, charge -1 = 0.715
Distant Barkas size, valence share of L = 0.061
Weak-charge check: orbit 0.88707, dipole 0.88707
Nuclear / electronic stopping at E0, rough = 0.0023
all tests passed
```
